Dynamical-decoupling decay of a donor spin from noise spectra

**1. Definitions and conventions**

A donor electron spin in a static field along z sees a fluctuating precession frequency:

H = (ħ/2)[ω0 + β(t)] σz.

Here β is the frequency noise in rad/ms. It is stationary, Gaussian and of zero mean, with correlation C(t) = ⟨β(t)β(0)⟩. Noise that flips the spin is left out. Times are in ms, and the spectrum, in rad²/ms, is two-sided:

S(ω) = ∫ C(t) e^{iωt} dt, over all t, so C(t) = (1/2π) ∫ S(ω) e^{−iωt} dω.

The spin starts in the xy plane. Over a total time T it receives n instantaneous π pulses about an axis in that plane. In the frame that follows the pulses, each pulse reverses the sign with which β acts. The sign is recorded by the switching function y(t) = ±1, with y = +1 at first. The static ω0 is removed by the rotating frame. The noise phase and the coherence are

φ = ∫₀ᵀ y(t) β(t) dt, W = ⟨cos φ⟩.

In a CPMG sequence the pulses stand at (k − ½)d, k = 1…n, with spacing d = T/n. Free decay is n = 0. The decay time T2 is the smallest T at which W = 1/e, with n held fixed and the spacing scaled with T.

**2. The filter integral**

φ is a linear function of Gaussian noise, hence Gaussian with zero mean, and ⟨cos φ⟩ = exp(−⟨φ²⟩/2). So W = exp(−χ) with

χ = ½ ∫₀ᵀ∫₀ᵀ y(t) y(t′) C(t − t′) dt dt′.

Insert the Fourier form of C. The two time integrals become Y(ω) = ∫₀ᵀ y(t)e^{iωt}dt and its complex conjugate, giving (1/4π)∫S|Y|²dω over all ω. Both S and |Y|² are even, so

χ = (1/2π) ∫₀^∞ S(ω) |Y(ω)|² dω.

Let segment j have length L_j, midpoint m_j and sign s_j. Integrating e^{iωt} over it gives

Y(ω) = Σ_j s_j L_j sinc(ωL_j/2) e^{iωm_j}, sinc x = sin x / x.

This form needs no division of a small difference by a small ω. The segment terms still cancel against each other as ω → 0, which matters for steep spectra (section 8).

**3. Quadrature**

|Y|² contains oscillations e^{iωℓ} with |ℓ| ≤ T. A panel of width 2π/T therefore holds at most one full oscillation, which 12 Gauss-Legendre nodes resolve well. The spectrum may be narrower than a panel, so the first panel is split geometrically, by factors of two, towards ω = 0.

For the tail, integrate Y by parts. The boundary terms at 0 and T have magnitude 1, and each pulse is a jump of magnitude 2:

ω²|Y|² = |Σ_j c_j e^{iωt_j}|², with |c_j| = 1, 2, …, 2, 1.

The cross terms average to zero over ω, leaving the mean 1 + 4n + 1 = 4n + 2. Beyond a cutoff ω_c this mean replaces the oscillating function. With u = 1/ω, dω/ω² becomes du:

χ_tail = (4n + 2)/(2π) ∫₀^{1/ω_c} S(1/u) du.

The discarded terms have the form g(ω)cos(ωℓ), with g = S/ω². Two integrations by parts give

∫_{ω_c}^∞ g cos(ωℓ) dω = −g(ω_c) sin(ω_cℓ)/ℓ − g′(ω_c) cos(ω_cℓ)/ℓ² + ….

For CPMG all lags ℓ are multiples of d/2. The choice ω_c = 4πK/d, with integer K, makes every sine vanish, so the error starts with g′. For unequal spacings the sine term generally remains, and K must be checked by raising it.

```
function CHI(S, pulse_times, T, K = 10):
    n = number of pulses;  w = 2π/T
    N = 2·max(n,1)·K;      ωc = N·w
    edges = 0, w/2^40, …, w/4, w/2, w, 2w, …, N·w
    sum = 0
    for each panel, for each of its 12 Gauss nodes ω, weight g:
        Y = Σ_j s_j L_j sinc(ω L_j/2) exp(iω m_j)
        sum += g·S(ω)·|Y|²
    tail = (4n+2)·Gauss integral of S(1/u), u from 0 to 1/ωc
    return (sum + tail)/(2π)

function T2(S, n):
    solve log CHI(S, cpmg(n,T), T) = 0 for log T, by bracketing
```

Every node needs n + 1 segment terms and there are about 24nK nodes. The cost is 24Kn(n + 1), quadratic in n: about a million complex exponentials at n = 64, K = 10. Processing one segment at a time keeps the memory linear in n. The logarithms make the root search nearly linear when χ follows a power of T. A spectrum with a narrow line can make χ cross 1 several times; the bracket must then isolate the first crossing.

**4. Ornstein-Uhlenbeck benchmark**

Take C(t) = b²e^{−|t|/τ}, with rms noise b and correlation time τ. Then

S(ω) = 2b² ∫₀^∞ e^{−t/τ} cos ωt dt = 2b²τ/(1 + ω²τ²).

The double time integral is symmetric, so it is twice its part with t′ < t:

χ = b² ∫₀ᵀ y(t) z(t) dt, z(t) = ∫₀ᵗ y(t′) e^{−(t−t′)/τ} dt′.

Since z′ = −z/τ + y, a segment of sign s and length L that starts with z₀ has z = z₀e^{−u/τ} + sτ(1 − e^{−u/τ}) at local time u. Put G = 1 − e^{−L/τ}. Integrating sz over the segment, with s² = 1, gives the update

integral += s z₀ τ G + τ(L − τG), then z ← z₀(1 − G) + sτG.

This recursion holds for any pulse times and costs n + 1 steps.

For CPMG it can be summed. Let x = d/τ and h = e^{−x/2}, and let v_k be sz/τ at the end of segment k = 0…n−1. The first segment has length d/2, so v₀ = 1 − h. The sign flips at each pulse, so

v_k = −h² v_{k−1} + 1 − h².

The fixed point is V = (1 − h²)/(1 + h²) = tanh(x/2). With D = v₀ − V, the solution is v_k = V + Dq^k, q = −h², and

D = (1 − h)[1 − (1 + h)/(1 + h²)] = −h(1 − h)²/(1 + h²).

Now add the segment contributions. The term s z₀ of each later segment is −τv of the one before:

χ/(b²τ²) = T/τ − 2(1 − h) − (n − 1)(1 − h²) − (1 − h²) Σ_{k=0}^{n−2} v_k − (1 − h) v_{n−1}.

The geometric sum is Σq^k = (1 − q^{n−1})/(1 + h²), so its contribution is −DV(1 − q^{n−1}). The constant part V of v_k joins the third term, where (1 − h²)(1 + V) = 2V because 1 + V = 2/(1 + h²). Writing 1 − h = V + D in the rest gives

χ/(b²τ²) = T/τ − 2(n − 1)V − 2(V + D) − DV(1 − q^{n−1}) − (V + D)(V + Dq^{n−1})
= T/τ − 2nV − [V² + 2D(1 + V)] − D²q^{n−1}.

Define E = (1 − h)²/(1 + h²) = 1 − sech(x/2). The bracket is

[(1 − h²)² − 4h(1 − h)²]/(1 + h²)² = (1 − h)²[(1 + h)² − 4h]/(1 + h²)² = E².

Also D = −hE and h^{2n} = e^{−T/τ}, so D²q^{n−1} = (−1)^{n+1}e^{−T/τ}E². Hence, for n ≥ 1,

χ = b²τ² { T/τ − 2n tanh(d/2τ) − [1 + (−1)^{n+1} e^{−T/τ}] [1 − sech(d/2τ)]² }.

For n = 0 the recursion has one segment and gives χ = b²τ²(T/τ − 1 + e^{−T/τ}).

**5. Limits**

Slow bath, d ≪ τ. Here x − 2 tanh(x/2) = x³/12 − x⁵/120 + …, and E² ≈ x⁴/64 is of higher order. With n cells,

χ ≈ b²τ² n x³/12 = b²T³/(12n²τ), T2 ≈ (12n²τ/b²)^{1/3}.

T2 grows as n^{2/3}. For n = 1 the next term is −2x⁴/64, so χ is multiplied by 1 − 3T/(8τ) and T2 is raised by the fraction T/(8τ), to first order.

Fast bath, d ≫ τ. The term T/τ dominates and χ ≈ b²τT, as in free decay. The noise forgets itself between pulses, so there is nothing to refocus. At τ = 0.001 ms and T = 21 ms, 64 pulses leave χ at 0.994 of its free-decay value.

Many pulses. Away from its ends y is a square wave of period 2d, with harmonics of amplitude 4/(πk) at ω = kπ/d, k odd. A harmonic of amplitude a gives a peak in |Y|² of area 2πT·a²/4. If S varies little across each peak, whose width is of order 2π/T, and low-frequency leakage is small,

χ ≈ (4T/π²) Σ_{k odd} S(kπ/d)/k².

If S also falls steeply with frequency, keeping k = 1 turns a measured χ into a spectrum: S(π/d) ≈ π²χ/(4T). For a flat spectrum this estimate is too high by the factor π²/8 ≈ 1.23. A very steep spectrum makes it too high for the other reason, low-frequency leakage: for S ∝ ω^{−2.5} the excess is 12% at n = 5 and 1.6% at n = 64, and for S ∝ ω^{−2.9} it is a factor 2.3 at n = 5, 36% at n = 17 and 8% at n = 16.

White floor. For S = S0, Parseval's theorem gives ∫₀^∞|Y|²dω = πT, so χ = S0T/2 for every sequence. Independent noises add in χ. A floor therefore bounds T2 by 2/S0, whatever n is.

**6. Tests of the integral**

At b = 5 rad/ms and τ = 5 ms, the closed form was compared with the double time integral for (n, T) = (0, 0.5), (1, 1.3), (4, 3) and (5, 20), T in ms. The largest relative difference was 1.3×10⁻⁵. The filter quadrature was compared with the closed form for n = 0, 1, 2, 5, 16 at T = 0.1, 1, 10 and 100 ms; the largest relative error was 5.5×10⁻⁷. Six unequally spaced Uhrig pulses at T = 3 ms gave χ = 0.396958 from both recursion and quadrature.

Two other spectra guard against a scheme that suits a Lorentzian alone. White noise with four pulses and T = 3 ms gave a relative error of 4.0×10⁻⁶ with the tail and 1.1×10⁻² without it. For S = A/ω and one pulse, |Y|² = 16 sin⁴(ωT/4)/ω². With u = ωT/4,

χ = (AT²/2π) ∫₀^∞ sin⁴u/u³ du = (AT²/2π) ∫₀^∞ (cos 2u − cos 4u)/u du = AT² ln 2/(2π).

The middle step integrates by parts twice, using (sin⁴u)″ = 2(cos 2u − cos 4u); the last integral is of Frullani type. The quadrature met this value to 5.2×10⁻⁷.

The averaging step was tested on simulated noise paths. For n = 4 at its T2 they gave W = 0.368 ± 0.003, against 1/e = 0.3679.

**7. Worked example: a phosphorus donor in silicon-28**

The round parameters are b = 5 rad/ms, τ = 5 ms and an optional floor S0 = 0.01 rad²/ms. Divided by the electron gyromagnetic ratio, b is a field noise of 28 nT rms, and the floor is 18 pT/√Hz, two-sided.

Static noise would give a free-decay time √2/b = 0.283 ms; the computed value is 0.286 ms. For 64 pulses the slow-bath formula gives

T2 ≈ (12 × 64² × 5/25)^{1/3} ms = 21.42 ms.

The computed times are:

- n = 1: 1.385 ms; with the floor, 1.382 ms.
- n = 4: 3.38 ms; with the floor, 3.36 ms.
- n = 16: 8.51 ms; with the floor, 8.39 ms.
- n = 64: 21.43 ms; with the floor, 20.66 ms.
- n = 1024: 136 ms; with the floor, 106 ms.

At n = 1 the slow-bath value, 1.339 ms, is 3% low, as the correction T/(8τ) = 0.035 predicts. Between n = 16 and 64 the exponent of T2 in n is 0.666 without the floor and 0.650 with it. The floor costs little until the Lorentzian contribution has been suppressed; it then takes over, with the limit 2/S0 = 200 ms.

At n = 64 without the floor, the spacing is 0.335 ms and the sequence probes the noise at 1/(2d) = 1.49 kHz. The first harmonic carries 98.55% of the harmonic sum. The spectroscopy estimate is 0.1152 rad²/ms against a true 0.1135, high by 1.5%, which is the share of the neglected harmonics.

**8. Failure modes**

*Non-Gaussian noise.* The spectrum fixes only the second moment of φ. Consider a two-state noise ±b with the same correlation as the Ornstein-Uhlenbeck process. It switches at rate 1/(2τ), and its coherence can be propagated exactly. At the Gaussian T2, where W should be 0.368, it gives 0.881 for n = 1 and 0.419 for n = 64. With one pulse, a fraction e^{−T/2τ} = 0.87 of the histories contain no switch and refocus completely. Reducing b a hundredfold at the same T and n = 1 brings −ln W within one part in a thousand of χ, as the lowest order requires. A donor dominated by one strongly coupled fluctuator should not be treated with this integral.

*Pulse errors.* Take 2 μs pulses, 0.6% of the spacing at n = 64, and static Gaussian detuning δ of rms b. Let Ω be the drive strength and a = δ(d − t_p)/2 the precession angle in each half-gap, with t_p the pulse length. A nominal π pulse about x is tilted by about δ/Ω towards z. Multiplying the three rotations of one cell gives a total angle π + 2(δ/Ω) sin a, to first order in δ/Ω. An angle error ε adds ε cos a. These excesses accumulate about an axis close to x. They hardly affect a spin along x, but rotate one along y out of the plane. With exact angles the signal loss after 64 pulses is 3×10⁻⁷ along the pulse axis and 6% across it. With a 1% angle error, 64ε = 2.0 rad at δ = 0, and the losses are 5×10⁻⁵ and 1.12. A loss above 1 means that the signal has changed sign. Data taken across the axis then mix pulse errors with the noise and cannot be read directly as W.

*Unresolved spectra.* Without geometric splitting, free decay at its 1/e time has a relative error of 1.5×10⁻² instead of 9×10⁻¹². The panel width 2π/T is then about 110 times the Lorentzian half-width 1/τ. A narrow line at finite frequency needs panel edges of its own, and one above ω_c needs a larger K.

*Divergent integrals.* In free decay |Y|² → T² at ω → 0, so a 1/ω spectrum diverges logarithmically. The finite number that the quadrature returns then depends on the panels and has no meaning until a physical low-frequency cutoff is supplied. One echo pulse makes Y vanish linearly, and S ∝ ω^{−p} is integrable at low frequency for p < 3. Convergence of the integral does not make the quadrature of section 3 accurate. For n up to 64 its relative error is about 10⁻⁷ at p = 1.5 and up to about 10⁻⁴ at p = 2.5. At p = 2.9 and n = 1 the integrand is singular in the innermost panel and the result is 3.5% low. With many pulses, rounding in the cancelling segment sum is multiplied by ω^{−p} at the smallest nodes, and at p = 2.9, n = 63 the result is too large by a factor of order 100. Such spectra need a low-frequency cutoff or a series for Y at small ω.

*Cancellation.* For d ≪ τ the closed form subtracts nearly equal terms, which magnifies rounding by about 12(τ/d)². At very small d/τ the series of section 5 avoids this, together with 1 − sech v = 2 sinh²(v/2)/cosh v. The two terms written there leave a relative error of about (d/τ)⁴/100, so at moderate d/τ the closed form is more accurate.

**9. Relation to real devices**

For single phosphorus donors in silicon-28 devices, free-decay times of a few tenths of a millisecond and one-pulse echo times near 1 ms are typical rough values, and b and τ were chosen to match that regime. The best decoupled coherence times, reached with many pulses, are roughly half a second. The floor used here caps T2 at 200 ms for any n, so it is pessimistic for the best devices. The single-Lorentzian spectrum is itself an assumption, and T2 at large n is sensitive to it: adding the floor moves T2 at n = 1024 from 136 to 106 ms. Spin-lattice relaxation adds T/(2T1) to the exponent. With a rough T1 of 1 s this is 0.011 at n = 64, but it grows in proportion to T2. At 1.5 T and 0.1 K the thermal population of the upper spin level is 2×10⁻⁹, so thermal excitation out of the lower level is negligible beside decay from the upper one. The full set of values is in the numerical output.

Numbers as computed

```
noise rms b = 5.0 rad/ms; as field 28.4 nT
correlation time tau = 5.0 ms
white floor S0 = 0.010 rad^2/ms; as two-sided field density 18.0 pT/sqrt(Hz)
OU spectrum at zero frequency = 250.0 rad^2/ms
max rel. error, closed form vs double time integral = 1.3e-05
max rel. error, filter quadrature vs closed form = 5.5e-07
Uhrig 6 pulses, T = 3 ms: chi recursion 0.396958, quadrature 0.396958
white noise, 4 pulses: rel. error with tail 4.0e-06, without tail 1.1e-02
1/omega noise, 1 pulse: rel. error = 5.2e-07
free decay: rel. error graded 9.4e-12, ungraded 1.5e-02
free-decay time = 0.2855 ms; static-noise value sqrt(2)/b = 0.2828 ms
n = 1: T2 OU 1.385 ms, slow-bath formula 1.339 ms, OU + floor 1.382 ms
n = 4: T2 OU 3.381 ms, slow-bath formula 3.374 ms, OU + floor 3.362 ms
n = 16: T2 OU 8.507 ms, slow-bath formula 8.501 ms, OU + floor 8.387 ms
n = 64: T2 OU 21.426 ms, slow-bath formula 21.422 ms, OU + floor 20.661 ms
n = 1024: T2 OU 136.0 ms, OU + floor 105.8 ms
floor-only limit 2/S0 = 200 ms
exponent of T2 in n, 16 to 64: OU 0.6663, OU + floor 0.6504
fast bath tau = 0.001 ms, T = 21 ms: chi(64)/chi(0) = 0.9939
n = 16 filter peak / (pi n/T) = 1.0027
n = 64 pulse spacing = 0.3348 ms
n = 64 probe frequency = 1.493 kHz
n = 64 first-harmonic share of chi = 0.9855
n = 64 spectrum: estimate 0.11516, true 0.11351 rad^2/ms
trajectories, n = 4 at T2: W = 0.3681 +- 0.0030; Gaussian value 0.3679
telegraph noise at Gaussian T2: W(n=1) = 0.8811, W(n=64) = 0.4193
rough T1 = 1000 ms; added exponent T2/(2 T1) at n = 64: 0.0107
pulse length = 2.0 us; fraction of spacing at n = 64: 0.0060
n = 64 signal loss, exact angle: along axis 2.8e-07, across axis 5.8e-02
n = 64 signal loss, 1% angle error: along axis 5.3e-05, across axis 1.116
field = 1.5 T, temperature = 0.1 K; upper-level population = 1.7e-09
```
